# Why Mott s-d scattering can bend platinum and palladium resistivity downward

## The decision: one scattering rate, or a rate at every energy

In a calculation of the high-temperature resistivity of a transition metal, one must decide whether to evaluate the phonon scattering rate once, at the zero-temperature Fermi energy, and scale it with $T$. For a flat density of states, at fixed bands and phonon frequencies, this is sufficient once $k_BT$ is well above the phonon energy. For a metal such as platinum or palladium, whose Fermi level lies near the top of a nearly full d band, it can miss the downward bend of $\rho(T)$. In the model below, the shortcut overestimates the resistivity by about 8% at 900 K and 15% at 1200 K, relative to the full energy integral.

Mott's explanation is that light s electrons carry the current and are scattered mainly into heavy d states. The rate follows the density of final states, and heating changes which part of it is sampled. The result is

$$\rho=cT(1-AT^2),\qquad A=\frac{\pi^2k_B^2}{6}\left[3\left(\frac{N'}{N}\right)^2-\frac{N''}{N}\right].$$

Here $N(E)$ is the total density of states, with energy measured from the Fermi energy at $T=0$; $N$, $N'$ and $N''$ without argument are taken at $E=0$. A steep $N(E)$ alone does not guarantee $A>0$. The sign depends on slope and curvature together.

## Why the rate follows the density of states

Assume a cubic metal with equilibrium phonons, fixed bands and volume, and a negligible d current. Let the phonon matrix element be isotropic, independent of energy, and equal for s and d final states.

Write the occupation as $f_k=f+(-\partial f/\partial E)\,\phi_k$, where $f$ is the Fermi function. Because $-\partial f/\partial E=f(1-f)/k_BT$, to first order

$$\frac{f_k}{1-f_k}=\frac{f}{1-f}\left(1+\frac{\phi_k}{k_BT}\right).$$

In equilibrium the flux $P_{kk'}$ from $k$ to $k'$ equals the reverse flux. The net flux in the presence of a field is therefore $P_{kk'}(\phi_k-\phi_{k'})/k_BT$. For isotropic scattering $P_{kk'}$ does not depend on the direction of $k'$, while $\phi_{k'}$ is odd in $k'$, so the sum over $\phi_{k'}$ vanishes. What remains is $-\delta f_k/\tau$. Since $\delta f_k=f(1-f)\phi_k/k_BT$, this means $1/\tau=\sum_{k'}P_{kk'}/[f(1-f)]$: the out-scattering rate of an electron in $k$, with its Pauli factor $1-f_{k'}$, divided by $1-f$.

For phonons of energy $\hbar\omega$ and occupation $n$, with coupling constant $C$, the golden rule gives

$$\frac1\tau=C\left[n\frac{1-f_+}{1-f}N(E+\hbar\omega)+(n+1)\frac{1-f_-}{1-f}N(E-\hbar\omega)\right],$$

where $f_\pm=f(E\pm\hbar\omega)$. Inserting the Bose and Fermi functions turns the two thermal factors into $n+f_+$ and $n+1-f_-$. When $\hbar\omega\ll k_BT$, both are dominated by $n\simeq k_BT/\hbar\omega$, and $N(E\pm\hbar\omega)\simeq N(E)$. Hence

$$\frac1{\tau(E)}\simeq\frac{2Ck_BT}{\hbar\omega}\,N(E).$$

The factor $T$ comes from the phonons and gives the linear law. The factor $N(E)$ explains why many d final states make the resistivity large, and it is the source of the bend.

## From the rate to the curvature

With electron charge $-e$ and field $\boldsymbol{\mathcal E}$, the Boltzmann equation gives $\phi_k=-e\tau\,\boldsymbol{\mathcal E}\cdot\mathbf v$. Summing the current $-e\mathbf v\,\delta f_k$ over s states gives

$$\sigma=\int\left(-\frac{\partial f}{\partial E}\right)s(E)\,dE,\qquad s(E)=\frac{e^2}{3}\,g(E)\,\tau(E)=\frac{B}{T}\frac{g(E)}{N(E)}.$$

Here $g=v^2N_s$ describes the s carriers and $B=e^2\hbar\omega/(6Ck_B)$. Take $g$ constant for now.

**Thermal broadening.** Expand $s(E)$ about the chemical potential $\mu$. The linear term vanishes because $-\partial f/\partial E$ is even about $\mu$, and its second moment is $\pi^2(k_BT)^2/3$. Thus

$$\sigma\simeq s(\mu)+\frac{\pi^2}{6}(k_BT)^2s''(\mu).$$

Since $(1/N)'=-N'/N^2$ and $(1/N)''=2N'^2/N^3-N''/N^2$, the relative change at fixed $\mu$ is

$$\frac{\pi^2}{6}(k_BT)^2\left[2\left(\frac{N'}{N}\right)^2-\frac{N''}{N}\right].$$

Electrons at different energies conduct in parallel. Those with fewer final states live longer and can contribute more than the others lose.

**Shift of the chemical potential.** The electron number is fixed. The same expansion applied to $\int Nf\,dE$ gives

$$N\mu+\frac{\pi^2}{6}(k_BT)^2N'=0,\qquad \mu=-\frac{\pi^2}{6}(k_BT)^2\frac{N'}{N}.$$

The level moves towards lower $N$. Since $s(\mu)\simeq s(0)[1-(N'/N)\mu]$, this raises $\sigma$ by the relative amount $(\pi^2/6)(k_BT)^2(N'/N)^2$.

Adding the two effects gives $\sigma=(Bg/NT)(1+AT^2)$. Inversion to this order gives $\rho=cT(1-AT^2)$ with $c=N/(Bg)$. The local slope is $c(1-3AT^2)$ and the second derivative is $-6cAT$.

## When the bend is downward

Differentiating $N^{-2}$ twice gives $(N^{-2})''=6N'^2/N^4-2N''/N^3$, so

$$A=\frac{\pi^2k_B^2}{12}\,N^2\,(N^{-2})''.$$

In this model, at order $T^2$, the bend is downward when $N^{-2}$ is convex at the Fermi energy. Four cases show what this requires.

- **Parabolic top of a d band.** For $N\propto\sqrt{\Delta-E}$, $N'/N=-1/(2\Delta)$ and $N''/N=-1/(4\Delta^2)$. The bracket is $3/4+1/4=1$ in units of $1/\Delta^2$, so $A=(\pi^2/6)(k_B/\Delta)^2$. Some s final states must remain above the edge; otherwise $\tau$ is infinite there. If they form a constant background and the d states make up a fraction $p$ of $N(0)$, both logarithmic derivatives are multiplied by $p$ and the bracket becomes $(3p^2+p)/4$ in the same units. A background of 15% thus lowers $A$ by about 25%. Contributions from beyond the edge are of order $e^{-\Delta/k_BT}$, but they are enhanced if few final states remain, so the formula needs $\Delta$ to be many times $k_BT$. With a 5% background and $\Delta=0.5$ eV, the reduction of $\rho/(cT)$ at 900 K is already about twice what the formula gives, although $\Delta/k_BT=6.4$.
- **A minimum of $N$.** Here $N'=0$ and $N''>0$, so $A<0$ and the resistivity bends upward.
- **An inverse square root.** For $N\propto(E+a)^{-1/2}$, $N^{-2}$ is linear and $A=0$, however small $a$, and hence however steep $N$, may be.
- **The far tail of a d peak on a constant background.** Let the peak contribute $G\ll N$. Then $(N'/N)^2$ is second order in $G$, while $N''/N$ is first order. Beyond the inflection point $G''>0$, so sufficiently far out in the tail $A$ is negative.

The last case matters in practice: if the Fermi level lies near the point where $A$ changes sign, a small error in its position relative to the d edge can reverse the predicted bend. There the sign of $A$ also stops being a guide at high temperature, because higher orders take over. For the Gaussian model of the next section, $A$ vanishes when the peak centre lies 0.96 eV below the Fermi energy; at 1.0 eV, $A<0$ and the curve bends upward at 300 K, but at 900 K its curvature is nearly zero.

## How large the effect is

Take round model parameters: a constant background of 0.3 states/(eV atom) and a Gaussian d peak of height 2.0 states/(eV atom), standard deviation 0.4 eV, centred 0.2 eV below the Fermi energy. This is not a fit to either metal.

At the Fermi energy $N=2.065$ states/(eV atom), 6.9 times the background. With the same $g$ and coupling, the linear slope $c$ is therefore 6.9 times that of the background alone. The logarithmic derivatives are $N'/N=-1.068\ \mathrm{eV^{-1}}$ and $N''/N=-4.01\ \mathrm{eV^{-2}}$. The bracket is

$$2.28+4.01+1.14=7.43\ \mathrm{eV^{-2}}.$$

The terms come from the slope and the curvature of $N$ under thermal broadening, and from the shift of $\mu$. The largest is the curvature term: the Fermi level lies on the concave shoulder of the peak. Holding $\mu$ fixed would lose $1.14/7.43$, or 15%, of the coefficient.

Multiplication by $\pi^2k_B^2/6$ gives $A=9.08\times10^{-8}\ \mathrm{K^{-2}}$. At 900 K, $AT^2=0.0735$, so $\rho/(cT)=0.9265$; direct integration gives 0.9261. The local slope has fallen more, to $1-3AT^2=0.779$ of its initial value, against 0.780 from integration.

At 1200 K the integrated $\rho/(cT)$ is 0.871 and the formula gives 0.869, but the slopes are 0.627 and 0.608. The error in $\rho/(cT)$ changes sign between 900 and 1200 K, and the error in the slope between 600 and 900 K. The close agreement of both at 900 K is therefore partly due to these crossings and does not show that higher terms are negligible. At 1200 K they are visible, most clearly in the slope.

## The s carriers and unequal coupling

If $g$ varies, set $s\propto g/N$. The broadening term becomes

$$\frac{s''}{s}=\frac{g''}{g}-2\frac{g'}{g}\frac{N'}{N}+2\left(\frac{N'}{N}\right)^2-\frac{N''}{N}.$$

The shift of $\mu$ contributes $-(N'/N)(s'/s)=-(g'/g)(N'/N)+(N'/N)^2$. Together they add

$$\frac{g''}{g}-3\frac{g'}{g}\frac{N'}{N}$$

to the bracket. For a parabolic s band with its bottom 7 eV below the Fermi energy, $v^2\propto E+7\ \mathrm{eV}$ and $N_s\propto(E+7\ \mathrm{eV})^{1/2}$, hence $g\propto(E+7\ \mathrm{eV})^{3/2}$. The addition is $0.70\ \mathrm{eV^{-2}}$, which raises $A$ by 9% to $9.93\times10^{-8}\ \mathrm{K^{-2}}$. The background in $N$ was kept constant in this estimate.

If s and d final states couple with different strengths, the rate follows a weighted density $W(E)$ while $\mu$ still follows $N(E)$. With constant $g$, $s\propto1/W$, and the same two steps give the bracket

$$2\left(\frac{W'}{W}\right)^2-\frac{W''}{W}+\frac{W'}{W}\frac{N'}{N}.$$

## Phonons also bend the curve

The quasi-elastic rate fails on cooling. Let $x=(E-\mu)/k_BT$ and $y=\hbar\omega/k_BT$. For flat $N$ the two thermal factors add to

$$2n+1+f(x+y)-f(x-y)\simeq\frac2y\left[1+\frac{y^2}{12}+y^2\frac{df}{dx}\right].$$

The conductivity averages the inverse of the square bracket with weight $-df/dx$. Since $\int(df/dx)^2dx=\int_0^1 f(1-f)\,df=1/6$, the relative change of $\sigma$ is $-y^2/12+y^2/6=y^2/12$. That of $\rho$ is $-y^2/12$.

This correction fades on heating, but it also bends $\rho$ downward. It adds $-c(\hbar\omega/k_B)^2/(12T)$ to $\rho$, with second derivative $-c(\hbar\omega/k_B)^2/(6T^3)$. Equating this to the Mott value $-6cAT$ gives

$$T^4=\frac{(\hbar\omega/k_B)^2}{36A}.$$

For 20 meV phonons, $\hbar\omega/k_B=232$ K and the crossing is near 360 K. Somewhat below it, while the expansion in $y$ still holds, most of the downward curvature in this model comes from the phonons. The two corrections to $\rho/(cT)$ change in opposite directions on heating, and their sum is smallest at $T^4=(\hbar\omega/k_B)^2/(12A)$, near 470 K. The ratio with inelastic scattering accordingly rises from 0.943 at 300 K to a maximum of about 0.96 there, then falls to 0.956 at 600 K and 0.869 at 1200 K.

When $N$ varies, inelasticity brings further terms. The sum $N(E+\hbar\omega)+N(E-\hbar\omega)$ gives a relative change of order $(\hbar\omega)^2N''/N$. The difference gives a term of order $(\hbar\omega)^2(N'/N)/k_BT$, odd about $\mu$ at leading order; it survives the average only with another factor $k_BTN'/N$. The thermal correction $y^2$ combined with the second-order variation of $N$ across the window is likewise of order $(\hbar\omega)^2$. At leading order none of these grows with $T$. Numerically, what remains after removing the flat-$N$ correction is about 0.001 to 0.002 of $cT$ from 600 to 1200 K, far below the Mott reduction at the upper end.

## What to do in a calculation

Compute $\tau(E)$ across the thermal window, at least several $k_BT$ on each side of $\mu$, and solve for $\mu(T)$ from the total density of states. Use the formula for $A$ as a check at moderate temperature. Its derivatives must be converged with respect to k-point sampling and broadening, because $N''$ amplifies noise. If the result changes sign under a small shift of the Fermi level, report that sensitivity.

When comparing with measurement, plot $\rho/T$ against $T^2$ well above the phonon temperature $\hbar\omega/k_B$, after subtracting the residual resistivity. The phonon term $-y^2/12$ fades slowly and biases the slope: for the model above with 20 meV phonons, a straight-line fit gives a coefficient 21% below $A$ over 500–900 K and 9% below over 600–1200 K, so a $T^{-2}$ term should be included in the fit or removed first. A straight falling line is consistent with the Mott term but does not identify it uniquely. Two other effects enter $\rho/T$ linearly in $T$ at first order:

- **Phonon softening.** The squared matrix element and the classical occupation each contribute $1/\omega$, so $c\propto1/\omega^2$. If $\omega$ falls as $1-aT$, $c$ grows as $1+2aT$ and $\rho$ bends upward.
- **Resistivity saturation.** In the empirical parallel-resistor form, $1/\rho=1/(cT)+1/\rho_{\rm sat}$, so $\rho/(cT)\simeq1-cT/\rho_{\rm sat}$ and $\rho$ bends downward.

Scattering from spin fluctuations, a concern in palladium, is also outside the model. A measured curvature is the combined result of such effects, so fitting all of it with $A$ would assign them to the density of states. The numerical output below lists the main values used above.

## Numbers as computed

```
background DOS = 0.3 states/(eV atom)
d peak height = 2.0 states/(eV atom)
d peak width = 0.4 eV, centre = -0.2 eV
N at Fermi energy = 2.0650 states/(eV atom)
N / background = 6.88
N'/N = -1.0684 1/eV
N''/N = -4.0065 1/eV^2
broadening, slope part 2(N'/N)^2 = 2.2829 1/eV^2
broadening, curvature part -N''/N = 4.0065 1/eV^2
mu-shift part (N'/N)^2 = 1.1415 1/eV^2
bracket, formula = 7.4309 1/eV^2
bracket, integration = 7.4310 1/eV^2
bracket at fixed mu, integration = 6.2895 1/eV^2
A = 9.0769e-08 1/K^2
T = 300 K: kB*T = 25.85 meV, mu = 1.165 meV
  rho/(cT): integrated 0.9918, 1-A*T^2 0.9918
  slope/c: integrated 0.9754, 1-3A*T^2 0.9755
  inelastic rho/(cT) 0.9428, remainder 0.00081
T = 600 K: kB*T = 51.70 meV, mu = 4.555 meV
  rho/(cT): integrated 0.9671, 1-A*T^2 0.9673
  slope/c: integrated 0.9012, 1-3A*T^2 0.9020
  inelastic rho/(cT) 0.9560, remainder 0.00132
T = 900 K: kB*T = 77.56 meV, mu = 9.902 meV
  rho/(cT): integrated 0.9261, 1-A*T^2 0.9265
  slope/c: integrated 0.7799, 1-3A*T^2 0.7794
  inelastic rho/(cT) 0.9221, remainder 0.00149
T = 1200 K: kB*T = 103.41 meV, mu = 16.870 meV
  rho/(cT): integrated 0.8709, 1-A*T^2 0.8693
  slope/c: integrated 0.6271, 1-3A*T^2 0.6079
  inelastic rho/(cT) 0.8693, remainder 0.00160
phonon energy = 20 meV = 232.1 K
flat N, 600 K: inelastic shift = -0.01250, formula -0.01247
s-band depth = 7.0 eV
s-carrier addition to bracket = 0.7021 1/eV^2
bracket with s carriers, integration = 8.1331 1/eV^2
A with s carriers = 9.9346e-08 1/K^2
flat N: |bracket| below 1e-4: True
minimum 1+(E/0.3 eV)^2: bracket = -22.221 1/eV^2
(E+0.5 eV)^(-1/2): |bracket| = 0.0000 1/eV^2
parabolic top at 0.5 eV: bracket = 4.0000 1/eV^2, 1/edge^2 = 4.0000
```
